Trust-Region Augmented-Hessian SCF: Shifted Newton Steps, Fock Builds and DIIS

**What the setting does**

A second-order, trust-region SCF option replaces the usual extrapolation of Fock matrices by a controlled descent in energy. Let g be the energy gradient and H the Hessian with respect to orbital rotations x. Each macroiteration takes the lowest eigenvector (v0, y) of

L(α) = [ 0  αgᵀ ; αg  H ],

with eigenvalue μ, and forms the step x = y/(αv0). This step satisfies

(H − μ)x = −g,  μ = α² g·x,

and has the lowest quadratic-model energy of all steps no longer than itself. The scaling α sets its length. If macroiteration k needs n_k products of H with a vector, the run costs

N = 1 + Σ_k (1 + n_k)

Fock builds. DIIS uses one build per iteration, so the second-order method saves builds only if DIIS needs more than N iterations.

A small orbital gap does not by itself ensure such a saving. What it can do is turn a symmetric SCF solution into a saddle point. DIIS can converge to that saddle, while the trust-region method can descend from it if the gradient at the start has a large enough component along a descending direction. In the stretched BeH2 example below, this better end point is the gain; DIIS remains cheaper in builds.

**The gradient and the Hessian product**

Take real unrestricted Hartree–Fock (UHF) orbitals in an orthonormal basis, with i occupied and a virtual. For each spin, change the orbitals by C → C exp(X), where in occupied-virtual blocks

X = [ 0  −xᵀ ; x  0 ].

In the orbital basis the density matrix P is the unit matrix in the occupied block and zero elsewhere. Expanding exp(X) P exp(−X) gives P + [X,P] + ½[X,[X,P]] + …, with

A = [X,P] = [ 0  xᵀ ; x  0 ],
½[X,[X,P]] = [ −xᵀx  0 ; 0  xxᵀ ].

The UHF energy is quadratic in the density. For a density change Δ it changes by

Σσ Tr FσΔσ + ½ Σσ Tr Δσ Gσ[Δ],

where Gσ[Δ] is the Coulomb matrix of Δα + Δβ minus the exchange matrix of Δσ. Insert the expansion and keep terms through second order. The two off-diagonal blocks of A contribute equally, hence

δE = Σσ { 2 Tr xᵀF_vo + Tr xᵀF_vv x − Tr xᵀx F_oo + Tr xᵀG_vo[A] }.

The factor ½ before the last term has cancelled against the two equal blocks. Writing δE = g·x + ½ x·Hx, where the dot sums over both spins and all pairs, we read off

g = 2F_vo,
Hx = 2(F_vv x − xF_oo + G_vo[A]).

No stationarity was assumed. The matrices F_vv and F_oo are already known, so the expensive part of Hx is G[A]: one Coulomb and exchange build with a changed density. That is why a Hessian product is counted as one Fock build.

**From the eigenproblem to the shifted step**

The two rows of the eigenproblem are

αg·y = μv0,
αv0 g + Hy = μy.

Substitute y = αv0x. Dividing the first row by v0 gives α²g·x = μ. Dividing the second by αv0 gives g + Hx = μx, which is the shifted Newton equation.

The choice of the lowest root matters. Let λ1 be the lowest eigenvalue of H and u its normalized eigenvector. The trial vector (0, u) gives L the expectation value λ1, and the trial vector (1, 0) gives zero. By the variational principle μ ≤ λ1 and μ ≤ 0. Therefore H − μ has no negative eigenvalue.

Now compare the model energy q(z) = g·z + ½z·Hz at any z with its value at x. Replacing g by −(H − μ)x and completing the square gives

q(z) − q(x) = ½(z − x)·(H − μ)(z − x) + ½μ(|z|² − |x|²).

For |z| ≤ |x| both terms are non-negative, the second because μ ≤ 0. So x minimizes the model throughout the ball of radius |x|. Using Hx = μx − g, its model energy is

q(x) = ½g·x + ½μ|x|² = ½μ(1/α² + |x|²).

For g ≠ 0 this is negative: the trial vector (1, −tg) with small positive t has a negative expectation value, so μ < 0. The model predicts a descent even where H has negative eigenvalues.

**Choosing the length, and the hard case**

Suppose g has a component along u. A trial vector (ε, u), with small ε of suitable sign, then lies below λ1 because the coupling is linear in ε. Thus μ < λ1. It follows that v0 ≠ 0, since v0 = 0 would make μ an eigenvalue of H.

In the eigenbasis of H, with eigenvalues λ_j and gradient components g_j, the two relations become

−μ = α² Σ_j g_j²/(λ_j − μ),
|x|² = Σ_j g_j²/(λ_j − μ)².

In the first, the left side falls and the right side rises as μ increases towards λ1. Raising α therefore moves their crossing to lower μ, which shortens the step. If α = 1 gives a step beyond the trust radius R, bisection in α finds one of length R.

The hard case is a gradient with no component along the lowest mode. The lowest root may then have v0 = 0, and the division fails. If it has v0 ≠ 0, the step is finite but contains nothing of that mode. This happens at symmetric starts. One remedy is to add the missing mode explicitly; another is to rotate the starting orbitals slightly.

Near a minimum with positive H the opposite limit applies. With α = 1, μ ≈ −g·H⁻¹g is of second order in g. Subtracting the Newton equation Hx_N = −g from the shifted equation gives

x − x_N = μH⁻¹x,

which is of third order. The shift therefore fades without spoiling Newton's quadratic convergence.

**Where the Fock builds go**

H is not stored. The eigenproblem is solved in a subspace that starts with g and grows by one vector per Hessian product. Each new vector comes from the residual r = g + (H − μ)x, divided by approximate diagonal elements of H − μ. The calculations below stop this inner loop at

|r| ≤ min(0.1, √|g|) |g|,

with |g| in hartree. After the step the model gradient is g + Hx = μx + r. Close to a minimum the first term is of third order and r is at most of order |g|^(3/2). The true gradient at the new orbitals differs from the model gradient by terms of order |x|², that is |g|², which are smaller than the bound on r. The guaranteed local order is thus 3/2, a deliberate trade of some speed per macroiteration for fewer products.

One build at the start supplies the first energy and gradient. Each macroiteration then spends n_k builds on products and one on the energy at the trial orbitals. If the step is accepted, that last build also supplies the next gradient. If it is rejected, its 1 + n_k builds are still spent. Adding these contributions gives N.

**Why DIIS can return to a saddle**

Consider a stationary point with canonical orbitals, all occupied energies below all virtual ones. Displace it by a small x. To first order the Fock matrix acquires the occupied-virtual element G_ai, and diagonalizing it gives new orbitals displaced by

x'_ai = −G_ai/(ε_a − ε_i).

Let W be the positive diagonal matrix with elements 2(ε_a − ε_i). The Hessian formula reads Hx = Wx + 2G, so G = ½(Hx − Wx), and

x' = (1 − W⁻¹H)x.

For a mode with Hv = λWv, one plain SCF iteration multiplies the displacement by m = 1 − λ. At a saddle some λ is negative, so m > 1 and the plain iteration moves away.

DIIS changes this outcome. Its error matrix FP − PF is, to first order, proportional to the gradient Hx. Starting with displacement δv, the first iteration is a plain one and gives mδv. The two errors are in the ratio 1 : m. DIIS seeks weights with

c0 + c1 = 1,  c0 + mc1 = 0,

which gives c0 = m/(m − 1) and c1 = −1/(m − 1). The first-order change of the extrapolated Fock matrix has the same factor c0 + mc1 and vanishes too. Diagonalization then returns the saddle orbitals, up to terms of order δ². The sign of λ played no part: DIIS looks for zero error, not for low energy. With several modes present, more iterations are needed, and for large displacements this linear argument no longer decides the outcome.

**What a small gap means**

Start from a restricted solution and rotate one pair i → a by 1/√2 for α spin and −1/√2 for β spin. The changes in the two densities cancel in the Coulomb term. Exchange gives G_ai = −(J + K)/√2 for α and the opposite sign for β, where J = (aa|ii) and K = (ai|ai). Summing both spins,

x·Hx = 2(ε_a − ε_i − J − K).

A gap below J + K for any pair is therefore sufficient for a spin-breaking descent direction. It is not necessary, since a combination of pairs can have lower curvature than each pair alone.

If both spins rotate with the same sign, the Coulomb term adds 4K/√2 to each G_ai. The curvature becomes

x·Hx = 2(ε_a − ε_i + 3K − J).

This second case shows another effect of a small gap. For an isolated pair, dividing the curvature by 2(ε_a − ε_i) gives λ = 1 + (3K − J)/(ε_a − ε_i). If the gap is positive but smaller than 3K − J, then λ > 2 and m < −1: plain SCF oscillates with growing amplitude around a solution that is stable in this direction. DIIS can cancel this linear error as well. A small gap alone therefore does not decide which method is cheaper.

**BeH2 at two bond lengths**

The example is linear, symmetric BeH2 in UHF with the 6-31G basis, which gives 60 rotation parameters. Both methods stop when |g| falls below 10⁻⁷ Eh. DIIS keeps up to ten Fock matrices. The first trust radius is 0.4 rad.

At a Be–H distance of 2.5 bohr, both methods start from the same orbitals, those of the Fock matrix built from a superposition of atomic densities. The counts below leave out that one shared build. The converged gap is 0.538 Eh and the lowest Hessian eigenvalue is 0.459 Eh, so the solution is a minimum within real UHF. The trust-region run takes four macroiterations with 2, 2, 3 and 4 products:

N = 1 + (1+2) + (1+2) + (1+3) + (1+4) = 16.

DIIS needs 7 builds. The second-order method costs more than twice as much and gains nothing here.

At 5.0 bohr, a restricted solution was first found by trust-region descent with the α and β orbitals kept equal. Its highest occupied and lowest virtual orbitals have

gap = 0.2718 Eh,  J = 0.2696 Eh,  K = 0.0886 Eh.

The gap is below J + K = 0.3582 Eh, and the spin-breaking pair curvature is 2(0.2718 − 0.3582) ≈ −0.173 Eh. The spin-preserving curvature of the same pair is 2(0.2718 + 0.2658 − 0.2696) ≈ 0.536 Eh. One positive pair value does not settle stability within the restricted space, but the lowest Hessian eigenvalue among all spin-preserving rotations is positive too, 0.327 Eh. The descent needs opposite α and β rotations, so a restricted search cannot detect it. The full Hessian has two negative eigenvalues, the lower being −0.334 Eh. It lies well below the one-pair value because the lowest mode combines several pairs.

Both methods were then started near this saddle. The orbitals were rotated by a chosen kick along the normalized mode v of Hv = λWv with the lowest λ (the mode that plain SCF amplifies most, not exactly the lowest eigenvector u of H), plus the same random rotation of length 0.0003 rad each time. The build counts were:

- Kick 0.001 rad: DIIS 12, trust region 38.
- Kick 0.01 rad: DIIS 12, trust region 34.
- Kick 0.1 rad: DIIS 13, trust region 33.
- Kick 0.5 rad: DIIS 14, trust region 36.
- Kick 1.0 rad: DIIS 13, trust region 24.

For the first three kicks DIIS returned to the saddle. For the last two it found the same energy as the trust-region method, 0.0880 Eh (2.40 eV) below the restricted solution. The trust-region method reached that energy from all five starts, and the lowest Hessian eigenvalue there is 0.0713 Eh. Thus it won on the end point for the three small kicks and on build count for none. For the two large kicks along v, DIIS was the cheaper choice. This does not extend to every broken start: the DIIS count depends on the direction of the kick and on details of the extrapolation, and can be several times larger for a nearby direction such as u.

The growth factor of the kicked mode at the saddle is m = 1.533. Plain SCF would amplify a small kick by about one half per iteration. The corresponding two-point DIIS weights are c0 = 2.87 and c1 = −1.87, which cancel that growth to first order.

The first trust-region step from the smallest kick shows the shift at work. Its μ is −0.3348 Eh, just below λ1 = −0.3340 Eh. Near the saddle, a displacement x0 along the lowest mode has gradient λ1x0. An unshifted Newton step would be −x0, straight back to the saddle. The shifted step is instead

x = −λ1x0/(λ1 − μ) ≈ (0.334/0.0008)x0,

some 400 times the displacement and directed away from the saddle. The actual step had length 0.4 rad because α was adjusted to reach the trust radius; the estimate shows why a kick of about 0.001 rad then puts μ this close to λ1. The comparison is rough: λ1 − μ is known to one digit, the kick is along v rather than u, and the random rotation adds gradient in other modes, so that the starting |g| is 1.66 × 10⁻³ Eh. That macroiteration took 9 products; the whole run took 31 products in 6 macroiterations, so N = 1 + 6 + 31 = 38.

All these values belong to the 6-31G basis and are not converged properties of BeH2. In cc-pVTZ the gap and lowest eigenvalue at 2.5 bohr become 0.510 and 0.383 Eh. At 5.0 bohr the gap, J and K become 0.266, 0.256 and 0.079 Eh, the pair curvature −0.137 Eh, λ1 −0.314 Eh, the lowest spin-preserving eigenvalue 0.316 Eh, m 1.50, and the energy lowering 0.0825 Eh. The signs and the two negative eigenvalues remain.

**Choosing and using the setting**

Use DIIS first when the solution is expected to be stable and the iterations converge steadily. Compare costs by Fock builds, not by macroiterations: four macroiterations meant 16 builds in the easy case. If DIIS stalls or cycles, its iteration count has no useful bound, and a second-order run becomes worth its price once it can finish in fewer builds than DIIS would still need.

Consider the trust-region option when a restricted Hartree–Fock solution has a gap near or below J + K, as can happen in stretched bonds, and a minimum is required. (For Kohn–Sham functionals the exchange part is scaled and a kernel term enters, so this threshold does not carry over.) Break the spin symmetry of the start. The kick δ must leave a gradient above the convergence threshold, roughly |λ1|δ > 10⁻⁷ Eh here, or the run may stop at once. A substantial kick may also let DIIS find the minimum at lower cost, as it did above.

Keep the trust radius small enough for the quadratic model to predict the energy change. The rule used above enlarges it by a factor of 1.3 after good agreement, up to 1 rad, and cuts it to half the step length after poor agreement. A very tight inner threshold far from convergence spends builds on a model that will soon be replaced.

After either method, examine the lowest Hessian eigenvalue if the nature of the solution matters. The subspace can miss a descending mode that is absent from the gradient, and a positive eigenvalue establishes a local minimum within the rotations allowed, not a global one. In stretched BeH2 the lower UHF solution is a local minimum of the chosen energy function, of which the restricted solution is a saddle. It is not the only one: descent along the second negative mode ends in another minimum, only 0.048 Eh below the restricted solution, so the direction of the kick matters for the end point of the solution found above. It still breaks spin symmetry and omits electron correlation, which no convergence setting can repair.
